# Heat flow along and across a metal–dielectric stack with Joule heating

**Data for all parts.** A stack consists of alternating flat layers of metal and dielectric, each of thickness \(d=100\) nm. The thermal conductivities are \(k_1=150\) W/(m K) for the metal and \(k_2=0.3\) W/(m K) for the dielectric. The \(z\) axis is normal to the layers and \(x\) lies in their plane. There are five periods, so the height is \(H=10d=1000\) nm. The lowest layer is metal and the uppermost is dielectric.

Unless a part says otherwise, the layers are continuous and isotropic, heat flow is steady and obeys Fourier's law \(\mathbf q=-k\nabla T\), no heat is released inside the stack, and the temperature is continuous at every interface. The effective conductivity in a given direction is the mean heat flux divided by the mean temperature fall per unit length in that direction.

## Part (a): flow along the layers

**Question.** The end faces \(x=0\) and \(x=\ell\) are held at \(T_0\) and \(T_0-\Delta T\); the top and bottom are insulated. Find the in-plane conductivity \(k_\parallel\) and the share of the heat carried by the metal.

**Answer.** Try a temperature that does not depend on \(z\):

\[
T(x)=T_0-\Delta T\,\frac{x}{\ell}.
\]

Its second derivative vanishes, so it satisfies the steady heat equation in each layer. It is continuous at the interfaces, and \(\partial T/\partial z=0\), so no heat crosses an interface or leaves through the insulated faces. All conditions are met.

No other solution exists. The difference \(u\) of two solutions would vanish on the end faces and carry no flux through the others. Multiplying \(\nabla\cdot(k\nabla u)=0\) by \(u\) and integrating by parts gives \(\int k|\nabla u|^2dV=0\), hence \(u=0\).

Both layers therefore have the same gradient, with fluxes \(k_1\Delta T/\ell\) and \(k_2\Delta T/\ell\). The mean flux weights each by its thickness:

\[
\bar q=\frac{d\,k_1+d\,k_2}{2d}\,\frac{\Delta T}{\ell}
\quad\Rightarrow\quad
k_\parallel=\frac{k_1+k_2}{2}=\frac{150+0.3}{2}=75.15\ \text{W/(m K)}.
\]

The metal carries the share

\[
\frac{k_1}{k_1+k_2}=\frac{150}{150.3}=99.80\ \%.
\]

The dielectric adds almost nothing to the flow, but it occupies half of the cross-section, so \(k_\parallel\) is close to \(k_1/2\).

## Part (b): flow across the layers

**Question.** Heat now flows along \(z\), with the top and bottom faces each at a uniform temperature and the sides insulated. Find the cross-plane conductivity \(k_\perp\) and the share of the temperature drop that falls in the dielectric.

**Answer.** The temperature depends on \(z\) alone. With no source in the stack, energy conservation requires the same flux \(q\) through every layer; otherwise some layer would gain or lose heat. Fourier's law gives the drops \(qd/k_1\) across a metal layer and \(qd/k_2\) across a dielectric layer. One period of thickness \(2d\) has the total drop

\[
\Delta T_{\rm period}=qd\left(\frac1{k_1}+\frac1{k_2}\right)
=qd\,\frac{k_1+k_2}{k_1k_2}.
\]

By the definition, \(q=k_\perp\Delta T_{\rm period}/(2d)\), so

\[
k_\perp=\frac{2dq}{\Delta T_{\rm period}}
=\frac{2k_1k_2}{k_1+k_2}
=\frac{2\times150\times0.3}{150.3}=0.5988\ \text{W/(m K)}.
\]

The dielectric's share of the drop is

\[
\frac{1/k_2}{1/k_1+1/k_2}=\frac{k_1}{k_1+k_2}=99.80\ \%,
\]

where numerator and denominator were multiplied by \(k_1k_2\). This is the same fraction as the metal's share of the heat in part (a). Along the layers the good conductor sets the result, and across them the poor one does. Since the dielectric fills half of the height, \(k_\perp\) is close to \(2k_2\).

A finite-element solution of the two-dimensional heat equation for one period, with the boundary conditions of (a) and (b), gives 75.150 and 0.5988 W/(m K), in agreement with both formulas.

## Part (c): the ratio

**Question.** Show that \(k_\parallel/k_\perp\) is about 125, and explain where that number comes from.

**Answer.** Divide the two results:

\[
\frac{k_\parallel}{k_\perp}
=\frac{k_1+k_2}{2}\cdot\frac{k_1+k_2}{2k_1k_2}
=\frac{(k_1+k_2)^2}{4k_1k_2}.
\]

Expand the square and write \(r=k_1/k_2=500\):

\[
\frac{k_\parallel}{k_\perp}
=\frac{k_1^2+2k_1k_2+k_2^2}{4k_1k_2}
=\frac r4+\frac12+\frac1{4r}
=125+0.5+0.0005=125.5 .
\]

The round value 125 is the leading term \(r/4\). It is the quotient of the two limiting forms, \((k_1/2)/(2k_2)\). Each layer filling half of the stack costs a factor of 2 in the in-plane value and gains a factor of 2 in the cross-plane value, so the contrast of 500 between the materials becomes an anisotropy about four times smaller.

For equal materials, \(r=1\), the formula gives \(\tfrac14+\tfrac12+\tfrac14=1\), as it must. For large \(r\) the ratio is nearly proportional to \(k_1\) and inversely proportional to \(k_2\), so an error of 10 % in either input shifts it by about 10 %. The layer thickness has cancelled.

## Part (d): unequal layers

**Question.** Let the metal occupy a fraction \(f\) of the height. Find the ratio, and the \(f\) at which it is largest for fixed \(k_1\) and \(k_2\).

**Answer.** The arguments of (a) and (b) hold with thickness weights \(f\) and \(1-f\):

\[
k_\parallel=fk_1+(1-f)k_2,\qquad
\frac1{k_\perp}=\frac f{k_1}+\frac{1-f}{k_2}.
\]

Their product is the ratio:

\[
\frac{k_\parallel}{k_\perp}=f^2+(1-f)^2+f(1-f)\left(\frac{k_1}{k_2}+\frac{k_2}{k_1}\right).
\]

Since \(f^2+(1-f)^2=1-2f(1-f)\),

\[
\frac{k_\parallel}{k_\perp}
=1+f(1-f)\,\frac{k_1^2+k_2^2-2k_1k_2}{k_1k_2}
=1+f(1-f)\,\frac{(k_1-k_2)^2}{k_1k_2}.
\]

The added term cannot be negative, so the stack never conducts better across its layers than along them. Because \(f(1-f)=\tfrac14-(f-\tfrac12)^2\), the ratio is largest at \(f=\tfrac12\): equal thickness gives the strongest anisotropy that these two materials can reach in this model. At \(f=0.25\) the ratio is 94.38.

## Part (e): Joule heating

**Question.** A continuous sheet of the same metal, also of thickness \(d\), lies on top of the stack and carries a uniform current density \(j=2.0\) MA/cm² at 373 K. Its upper face is insulated, and the bottom of the stack is held at a fixed temperature. The metal obeys the Wiedemann–Franz law \(\rho=LT/k_1\) with

\[
L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \text{W Ω/K}^2,
\]

which holds when electrons carry all the heat and scatter elastically. Find the temperature rise across the stack and the further rise inside the sheet.

**Answer.** The law makes the electrical resistivity consistent with the chosen thermal conductivity. In centimetre units \(k_1=1.5\) W/(cm K), so

\[
\rho=\frac{2.443\times10^{-8}\times373}{1.5}
=6.075\times10^{-6}\ \Omega\,\text{cm}.
\]

The sheet releases \(\rho j^2\) per unit volume. Over its thickness of \(10^{-5}\) cm this gives, per unit area,

\[
q=\rho j^2d=6.075\times10^{-6}\times(2.0\times10^6)^2\times10^{-5}
=243\ \text{W/cm}^2 .
\]

The upper face is insulated, so all of this heat goes down through the stack. With \(H=10^{-4}\) cm and \(k_\perp=5.988\times10^{-3}\) W/(cm K),

\[
\Delta T=\frac{qH}{k_\perp}=\frac{243\times10^{-4}}{5.988\times10^{-3}}=4.06\ \text{K}.
\]

Inside the sheet the flux is not constant. At height \(s\) above the lower face, the downward flux carries the heat released above that height, \(\rho j^2(d-s)\). Downward flow means that temperature increases upward:

\[
\frac{dT}{ds}=\frac{\rho j^2(d-s)}{k_1}
\quad\Rightarrow\quad
T(d)-T(0)=\frac{\rho j^2d^2}{2k_1}=\frac{qd}{2k_1}=0.0008\ \text{K}.
\]

The factor \(\tfrac12\) appears because the heat is released throughout the sheet and travels on average half its thickness. The sheet is practically isothermal; the dielectric layers below it set its temperature.

The direction of flow decides which conductivity belongs in the calculation. Inserting \(k_\parallel\) would give 0.032 K, too small by the full factor 125.5.

Heating also raises the resistivity. With \(k_1\) held fixed, \(\rho\) is proportional to \(T\), and the increase is \(4.06/373=1.1\) % of its value at 373 K. The calculated heat flux would grow by about the same percentage, a small correction here.

## Part (f): resistance at the interfaces

**Question.** Each metal–dielectric interface now has a thermal resistance \(R=10\) m² K/GW, so that a flux \(q\) produces a temperature jump \(qR\). Find the new \(k_\perp\), the rise in part (e), and the ratio.

**Answer.** One period contains two interfaces, one on each side of the dielectric. Their jumps add to the drop of part (b):

\[
k_\perp^{(R)}=\frac{2d}{d/k_1+d/k_2+2R}.
\]

In m² K/GW, the metal contributes 0.67, the dielectric 333.3 and the interfaces 20. Their sum is 354.0, and

\[
k_\perp^{(R)}=\frac{200\times10^{-9}}{354.0\times10^{-9}}=0.565\ \text{W/(m K)}.
\]

The five dielectric layers have ten such faces, including the one below the heated sheet, so the formula applies to the whole stack. At fixed heat flux the rise becomes 4.30 K, which is 6 % above the earlier value. Any resistance between the lowest metal layer and the substrate would come in addition.

In-plane flow is unchanged: in the solution of part (a) no heat crosses an interface, so no jump arises. The ratio becomes 133.0.

The layer thickness no longer cancels. As \(d\) shrinks, the layer resistances fall while \(2R\) stays, so interfaces matter more in finer stacks.

## Part (g): when does the in-plane value apply?

**Question.** Return to \(R=0\). Heat enters one end of the stack unevenly, for example mostly through the upper layers. The top and bottom are insulated. Over what length along \(x\) does the flow spread over the whole height?

**Answer.** Treat the stack as a uniform anisotropic medium, which is justified if the temperature varies slowly over one period. The mean fluxes are \(q_x=-k_\parallel\partial T/\partial x\) and \(q_z=-k_\perp\partial T/\partial z\). Conservation of energy, \(\nabla\cdot\mathbf q=0\), gives

\[
k_\parallel\frac{\partial^2T}{\partial x^2}+k_\perp\frac{\partial^2T}{\partial z^2}=0 .
\]

An uneven part that meets the insulated faces \(z=0\) and \(z=H\) with zero slope, and dies out with distance, is

\[
T_n=A_n\cos\!\left(\frac{n\pi z}{H}\right)e^{-x/\lambda_n},\qquad n=1,2,\dots
\]

Substitution brings down \(1/\lambda_n^2\) from the exponential and \(-(n\pi/H)^2\) from the cosine:

\[
\frac{k_\parallel}{\lambda_n^2}=k_\perp\frac{n^2\pi^2}{H^2}
\quad\Rightarrow\quad
\lambda_n=\frac{H}{n\pi}\sqrt{\frac{k_\parallel}{k_\perp}} .
\]

The slowest decay has \(n=1\):

\[
\lambda_1=\frac{1000}{\pi}\sqrt{125.5}=3566\ \text{nm}.
\]

This is 11 times the value \(H/\pi\) of an isotropic body. Heat runs easily along a metal layer but passes with difficulty to the next one, so it travels far before it is shared evenly.

A calculation that keeps all ten layers separate gives 3625 nm. The uniform-medium formula is thus 1.6 % too low relative to the layered result, even for only five periods.

The conductivity \(k_\parallel\) therefore describes a sample whose end faces are isothermal, as in part (a), or the region several times 3.6 µm away from an unevenly heated end. Near such an end the metal layers are not all fully used, which adds a fixed resistance. Its effect on the whole sample fades only slowly with length: if all the heat enters through the top metal layer and the far end is isothermal, a stack 36 µm long still carries about a fifth less heat than \(k_\parallel\) predicts from the temperature of that layer at the heated end. Judged by the temperature averaged over the whole end face, the shortfall is only about 2 %; the added resistance shows up mainly as a hotter entry layer.

## Part (h): lines instead of sheets

**Question.** Each metal layer is cut into parallel lines 100 nm wide with 100 nm gaps, filled with the dielectric. Lines in successive layers lie directly above one another. Find the conductivity along the lines. For a pattern that repeats without end, a numerical solution gives 0.519 W/(m K) for flow across them within the plane. What is the vertical conductivity, and what has happened to the anisotropy?

**Answer.** Metal fills one half of the width and one half of the height, a quarter of the cross-section. Along the lines a linear temperature again solves the problem, so conductivities average by area:

\[
k_{\rm along}=0.25\times150+0.75\times0.3=37.7\ \text{W/(m K)}.
\]

Seen end-on, the structure is a square array of 100 nm metal squares with a period of 200 nm in both directions. A quarter turn leaves it unchanged and exchanges the horizontal and vertical directions. The vertical conductivity is therefore also 0.519 W/(m K). Between these two directions the ratio has dropped from 125.5 to 1, while along the lines it remains large, \(37.7/0.519\approx73\). In a stack of only five periods, the top and bottom faces disturb this symmetry slightly: the vertical value is about 1 % higher and the value across the lines about 1 % lower.

The numerical value can be checked by exchanging the two materials. In two dimensions, turn the flux \(\mathbf q\) and the vector \(-\nabla T\) by 90°. A field without divergence becomes one without curl, and the reverse. The turned flux can thus serve as a temperature gradient and the turned gradient as a flux, in a medium of conductivity \(1/k\). Its effective conductivity is \(1/k_{\rm eff}\). Multiplying all conductivities by \(k_1k_2\) turns \(1/k_1\) into \(k_2\) and \(1/k_2\) into \(k_1\), which is the exchanged medium. For this square array, then, the two effective conductivities must have the product \(k_1k_2\). The numerical solutions give 1.0016 times that product. The small excess comes from the finite mesh near the corners of the squares; with finer meshes the value 0.519 falls by about 0.1 %, to 0.518 W/(m K).

## Part (i): vias, and the real case

**Question.** Return to continuous metal layers. Metal walls 20 nm wide, repeated every 2000 nm and aligned from layer to layer, now bridge the dielectric. Find an upper bound on \(k_\perp\), and compare the model with on-chip wiring.

**Answer.** Consider a repeating cell with its two ends at fixed temperatures and its sides insulated. Let \(T\) be the true temperature and \(T+u\) any trial temperature with the same end values, so that \(u=0\) on the ends. Then

\[
\int k|\nabla(T+u)|^2dV=\int k|\nabla T|^2dV+2\int k\nabla T\cdot\nabla u\,dV+\int k|\nabla u|^2dV .
\]

Integration by parts removes the middle term, because \(\nabla\cdot(k\nabla T)=0\), \(u\) vanishes on the ends and no flux leaves the sides. The first term is the thermal conductance times the square of the temperature difference. Any trial temperature therefore gives a conductance that is too high or correct.

Choose a trial temperature that depends on \(z\) alone. Each layer then acts with its area average. The walls cover 1.0 % of the area, so a bridged dielectric layer has \(0.01\times150+0.99\times0.3=1.797\) W/(m K). In series with the metal,

\[
k_\perp\le\frac{2}{1/150+1/1.797}=3.55\ \text{W/(m K)}.
\]

The numerical solution for a stack that repeats without end gives 2.84 W/(m K); a stack of five periods with isothermal top and bottom gives about 1 % more. The difference is the last integral above: the true temperature varies sideways, as heat in the metal converges on the walls. Even so, bridging 1 % of the area raises \(k_\perp\) by a factor of about 4.7. This assumes that the 20 nm walls conduct as well as the 100 nm layers. Thinner metal usually conducts less well, and with half the conductivity in the walls the factor would be about 3.

On-chip wiring combines metals and low-permittivity dielectrics whose conductivities are roughly of the size used here; 150 W/(m K) stands for a thin metal film, below the bulk value of a good conductor. The layer thickness, current density and interface resistance are also rough typical values. A continuous sheet carrying 2.0 MA/cm² everywhere is a severe case, since real wiring carries current in separate lines. Of the assumptions examined here, the one that real wiring breaks most strongly is that of continuous, unconnected layers. Cutting the metal into lines that are parallel in every level lowers the in-plane value across them from 75.15 to 0.519 W/(m K). If successive levels run at right angles instead, lines along the heat flow fill one eighth of the cross-section, and the in-plane value is about 19 W/(m K) in both directions. Vias can raise the vertical value several times if they join the metal layers with little contact resistance. The assumed interface resistance changes the result for unbridged layers by only 6 %, and it leaves the gain from vias near 5 as long as it sits on metal–dielectric faces only. If the metal–metal contacts at both ends of a via wall had the same resistance, it would add 20 m² K/GW to the wall's own 0.67 and cut the gain to a factor of about 1.2. The ratio 125.5 thus belongs to unbroken films, and a wiring level needs its own line pattern and via coverage in the calculation. The numerical output below lists the main values.

## Numbers as computed

```
metal conductivity k1: 150.0 W/(m K)
dielectric conductivity k2: 0.3 W/(m K)
contrast r = k1/k2: 500.0
in-plane k_par, formula: 75.150 W/(m K)
in-plane k_par, heat equation: 75.150 W/(m K)
cross-plane k_perp, formula: 0.5988 W/(m K)
cross-plane k_perp, heat equation: 0.5988 W/(m K)
ratio k_par/k_perp: 125.5005
leading term r/4: 125.0000
remainder 1/(4r): 0.0005
metal share of in-plane heat: 99.80 %
dielectric share of cross-plane drop: 99.80 %
ratio at metal fraction 0.25: 94.38
layer thickness: 100 nm
number of periods: 5
stack height: 1000 nm
current density: 2.0 MA/cm2
temperature of use: 373 K
Lorenz number: 2.4430e-08 W Ohm/K2
metal resistivity: 6.075 uOhm cm
Joule heat flux: 243.0 W/cm2
temperature rise over the stack: 4.058 K
rise if k_par were used by mistake: 0.0323 K
extra drop inside heated sheet: 0.00081 K
resistivity increase, at most about: 1.09 %
interface resistance: 10 m2 K/GW
k_perp with interfaces: 0.5650 W/(m K)
rise with interfaces: 4.301 K
ratio with interfaces: 133.0
spreading length, formula: 3566 nm
spreading length, layered stack: 3625 nm
line width and gap: 100 nm
metal area fraction with lines: 0.25
conductivity along lines: 37.73 W/(m K)
conductivity across lines: 0.519 W/(m K)
phase-interchange product / (k1 k2): 1.0016
via wall width: 20 nm
via wall pitch: 2000 nm
via area fraction: 1.0 %
k_perp with vias, heat equation: 2.84 W/(m K)
k_perp with vias, upper bound: 3.55 W/(m K)
gain in k_perp from vias: factor 4.75
```
